Logarithmic derivative, radial nodes and the continuous principal quantum number, part 2

An electron with angular momentum l moves in a spherical potential V(r) inside a sphere of radius R; φ(r) is its radial factor. We seek a quantum number continuous in the energy E.

Hartree atomic units are used; a prime is d/dr, a dot ∂/∂E. V is real, local, independent of E and piecewise continuous, with V + Z/r bounded on (0,R) for some Z ≥ 0. The regular solution u = rφ, with u/r^(l+1) → 1 at the origin, obeys

u″ = 2(W − E) u,  W(r) = l(l+1)/(2r²) + V(r).

The boundary records

D = Rφ′(R)/φ(R) = Ru′(R)/u(R) − 1.

Writing D = cot θ gives an angle

θ/π = integer + 1/2 − (1/π) arctan D,

with arctan between −π/2 and π/2. The integer is still open.

The poles of D are the Dirichlet eigenvalues E₀ < E₁ < …, where u(R) = 0. Near a pole D ≈ γ_k/(E − E_k), with γ_k = ½R u_k′(R)² > 0 for the normalized eigenfunction u_k.

For every r in the sphere, between poles, and for a node at r_j(E), respectively:

u′u̇ − uu̇′ = 2∫₀^r u² ds,

dD/dE = −2R∫₀^R u² dr/u(R)²,

dr_j/dE = −2 ∫₀^(r_j) u² dr / u′(r_j)² < 0.

Also, u and u′ never vanish together, so nodes are simple. For energies in a bounded range, no node lies within a fixed distance of the origin. None lies in (0,R] for E < −Z²/2 + inf(V + Z/r).

The numerical model is V = −[1 + 3 exp(−r/a)]/r, a = 1 bohr, R = 3 bohr. For l = 0, in hartree: E₀ = −5.488487, E₁ = −0.302414, E₂ = 1.849145, γ₀ = 2.933 × 10⁻⁵, γ₁ = 0.8531.

### Each pole adds one node

Let N(E) be the number of nodes in the open interval (0,R). Can it change at an energy where u(R,E) ≠ 0? The nodes are isolated and keep away from the origin, so there are finitely many. Enclose each in a small interval on which u′ ≠ 0. In the rest of the sphere, outside the node-free neighbourhood of the origin, |u| is larger than some positive number. A sufficiently small change of E alters u and u′ by as little as desired. Each small interval then still holds one node, and no node appears elsewhere. So N is constant between poles.

At E = E_k the same reasoning holds for the interior nodes, but there is one more zero, at R itself. Continue V a little beyond R, for instance by a constant, so that this zero can be followed on both sides. By the formula for its motion, with u_k normalized in the sphere,

dr/dE = −2/u_k′(R)² = −R/γ_k at r = R.

The zero is outside the sphere for E slightly below E_k and inside for E slightly above. No other node enters or leaves. Hence N rises by one at each Dirichlet eigenvalue. Far below the spectrum N = 0, and therefore

N(E) = number of Dirichlet eigenvalues below E.

At E = E_k itself N = k, because the zero at R does not belong to the open interval. The k-th hard-wall state has k interior nodes, counting from k = 0.

For l = 0 the model gives N = 1 at 0.001 hartree below E₁ and N = 2 at 0.001 hartree above it. The new node enters at the rate R/γ₁ = 3/0.8531 = 3.5 bohr/hartree. For the core-like pole E₀ the rate is 3/(2.933 × 10⁻⁵), about 10⁵ bohr/hartree. A small γ means a small slope u_k′(R) at the wall, and there a minute change of energy shifts the zero a long way.

### The poles never run out

The count continues without end. On the outer half of the sphere, R/2 ≤ r ≤ R, W is bounded above by some M. For E > M put q² = 2(E − M), and take a closed interval from b to b + π/q in this region. Suppose u had no zero on it. The sign of u may be chosen so that u > 0. Compare with v = sin q(r − b), which obeys v″ = −q²v, is positive inside the interval and vanishes at its ends:

(u′v − uv′)′ = u″v − uv″ = [2(W − E) + q²]uv = 2(W − M)uv ≤ 0.

So u′v − uv′ cannot increase. At the left end it equals −q u(b). At the right end v′ = −q, and it equals +q u(b + π/q). A negative value would have to rise to a positive one, which is impossible. Every such interval contains a zero.

As E grows, q grows and more disjoint intervals fit into the outer half. So N(E) has no upper limit, and there are infinitely many poles.

### The continuous principal quantum number

The opening argument left an integer undetermined. The node count supplies it. Define

P(E) = l + 1 + N(E) + 1/2 − (1/π) arctan D(E).

The constant l + 1 makes l + 1 + N the usual principal quantum number of a state with N radial nodes in all. Since πP differs from π/2 − arctan D by a whole multiple of π,

D = cot(πP).

Now follow P through a pole. Just below E_k, N = k and D → −∞:

P → l + 1 + k + 1/2 + 1/2 = l + 2 + k.

Just above it, N = k + 1 and D → +∞:

P → l + 1 + (k + 1) + 1/2 − 1/2 = l + 2 + k.

The node count gains one and the arctangent term loses one. Setting P(E_k) = l + 2 + k makes P continuous. It is also smooth there, because tan(πP) = 1/D passes through zero analytically at a simple pole of D.

Between poles the slope is

dP/dE = −(1/π)(dD/dE)/(1 + D²) = 2R ∫₀^R u² dr / {π [u(R)² + (Ru′(R) − u(R))²]},

where uD = Ru′ − u was used to rewrite u²(1 + D²). The bracket never vanishes, since u(R) and u′(R) are not both zero. Thus P increases strictly. At a pole u(R) = 0, and

dP/dE = 2∫₀^R u² dr/[πR u′(R)²] = 1/(πγ_k).

The arithmetic with l = 0 at the midpoint of E₁ and E₂, which is 0.77337 hartree when rounded, is as follows (D is given for the unrounded midpoint). D = −1.92997 and N = 2, and arctan D/π = −0.34783, so

P = 0 + 1 + 2 + 0.5 + 0.34783 = 3.84783.

With dD/dE = −7.3084 per hartree, the slope is 7.3084/[π(1 + 1.92997²)] = 0.4924 per hartree. A finite difference of P gives the same value.

Across the pole E₁, where D is wild, P is quiet:

E − E₁ = −0.050 hartree: D = −15.394, N = 1, P = 2.97935

E − E₁ = −0.001 hartree: D = −851.555, N = 1, P = 2.99963

E − E₁ = +0.001 hartree: D = +854.634, N = 2, P = 3.00037

E − E₁ = +0.050 hartree: D = +18.470, N = 2, P = 3.01722

The slope at the pole should be 1/(π × 0.8531) = 0.373 per hartree. The two middle lines give (3.00037 − 2.99963)/0.002 = 0.37 per hartree.

### Very low energy

What is the lower end of the range of P? Let y = u′/u. Then

y′ = u″/u − (u′/u)² = 2(W − E) − y².

Choose a fixed E* below the floor for nodes, and let E < E*. The slope formula for D, applied to a sphere of radius R/2, shows that y(R/2,E) is at least y₀ = y(R/2,E*). On the outer half of the sphere W is bounded below by some w. With κ² = 2(w − E) one has y′ ≥ κ² − y².

The function z = κ tanh[κ(r − R/2) + c] obeys z′ = κ² − z². For κ > |y₀|, choose c so that κ tanh c = y₀. Then y − z ≥ 0 at R/2, and

(y − z)′ ≥ −(y + z)(y − z).

Multiplied by exp ∫(y + z)dr, this says that (y − z) times a positive factor does not decrease. So y ≥ z up to R, and y(R) ≥ κ tanh(κR/2 + c). As E → −∞, κ → ∞ and c → 0, hence D → +∞. With N = 0,

P → l + 1.

The range of P is therefore (l + 1, ∞), and each value in it belongs to one energy.

At leading order for large negative E, y′ may be dropped from the equation for y. Then D ≈ R√(2[W(R) − E]) − 1. At E = −200 hartree and l = 0 this is 3√(2 × 199.617) − 1 = 58.94, and integration gives D = 58.94. The corresponding P = 1.0054 is already close to 1.

### Zero slope at the wall

Between two successive poles D runs once through all real values, from +∞ down to −∞. Below E₀ it also starts from +∞. So below each E_k, and above any previous pole, there is exactly one energy at which D = 0, the condition φ′(R) = 0. With N = k,

P = l + 3/2 + k at D = 0,  P = l + 2 + k at the next pole.

Half-integers mark zero slope at the boundary and integers mark zero amplitude. A separate diagonalization with φ′(R) = 0 tests the first statement. In the model with l = 1 the first pair is

E = −0.497697 hartree, P = 2.5,

E = −0.216005 hartree, P = 3.

For l = 2 the corresponding pair is 0.061334 and 0.947075 hartree, with P = 3.5 and 4.

Zero slope is not the same as zero energy. In an empty sphere at E = 0, φ = r^l and D = l, so P = l + 3/2 − (arctan l)/π. This is the half-integer 3/2 for l = 0, but for l > 0 it lies between l + 1 and l + 3/2, since φ = r^l still rises at the wall.

### A core level seen by P

For l = 0 the energies of zero slope and zero amplitude around the lowest pole differ by only 3.429 × 10⁻⁶ hartree. To see the shape of P there, let ε = E − E₀ and approximate D by the pole plus a constant background B:

D ≈ B + γ₀/ε.

Then dD/dE = −γ₀/ε², and

dP/dE = (1/π) γ₀/[ε² + (Bε + γ₀)²].

Completing the square in the denominator gives

dP/dE = (1/π) g/[(ε + Bg)² + g²],  g = γ₀/(1 + B²).

This is a Lorentzian of unit area. Within the approximation P climbs by one unit in a narrow step of half-width g. The background follows from D = 0 at ε = −γ₀/B:

B = 2.933 × 10⁻⁵/(3.429 × 10⁻⁶) = 8.55,

so g = 2.933 × 10⁻⁵/(1 + 8.55²) ≈ 4 × 10⁻⁷ hartree. P is still continuous, but on any ordinary energy scale it looks like a staircase at a core level. For the higher poles, with γ of order one hartree or more, the rise is gradual.

### Comparison with the unconfined levels

Remove the wall. The levels of the same potential, computed in a box of radius 40 bohr, can be inserted into D and P of the 3 bohr sphere:

n = 1, l = 0: E = −5.488488184 hartree, D = −10.609, P = 1.970

n = 2, l = 0: E = −0.480644 hartree, D = −2.804, P = 2.891

n = 3, l = 0: E = −0.110916 hartree, D = 5.470, P = 3.058

n = 2, l = 1: E = −0.351738 hartree, D = −2.557, P = 2.881

n = 3, l = 2: E = −0.057461 hartree, D = 0.535, P = 3.344

The first level lies inside the narrow core step, where dD/dE is about −10⁷ per hartree, so its energy needs the extra digits: the rounded value −5.488488 would give D = −13.2 and P = 1.976. The box raises the n = 3, l = 2 level by an amount of order 10⁻⁷ hartree; without it the energy rounds to −0.057462, with D and P unchanged in the digits shown.

In all five cases the integer part of P is n. This is no general law. Away from the poles the integer part is l + 1 + N, and N counts the nodes inside the sphere, whereas n counts all of them. The two agree if all nodes of the level lie within R.

The n = 3 s level comes close to the limit. A large positive D alone does not imply a nearby node, as the case E = −200 hartree shows. Here, however, E lies above W(R) = −0.383 hartree, and V rises with r, so u″/u < 0 throughout the sphere. Between the last node and R, |u| is then concave and lies below its tangent at R, which vanishes at the distance u(R)/u′(R) = R/(D + 1) inside the surface. The last node is therefore at most 3/6.47 = 0.46 bohr inside the surface. In a sphere that excludes this node but still contains the inner one, the integer part of P for this level would be 2.

### Use, and limits of validity

A value of P fixes both the boundary condition, through D = cot(πP), and the number of nodes. For a given potential it therefore selects one energy, which D alone cannot do: D = −1.93 occurs once between every pair of successive poles. If the potential in the sphere is changed while P is held fixed, the energy shifts but the radial function keeps its node count and its logarithmic derivative. This makes P a suitable label for the energy at which a radial function is constructed in an augmented-wave method.

The fractional part depends on a convention. With Ru′/u = D + 1 in place of D, the value at E = 0.77337 hartree would be 3.5 − arctan(−0.92997)/π = 3.738 instead of 3.848. The integers at the poles are unaffected, because D and D + 1 are infinite together.

The proof used a local potential independent of energy. If V depends on E, differentiating the radial equation adds 2V̇u to u̇″, and the identity becomes

u′u̇ − uu̇′ = 2 ∫₀^r (1 − V̇) u² ds.

The signs survive if V̇ < 1 throughout the sphere. Otherwise D may rise, nodes may move outward, and P need not be monotonic. For a nonlocal potential the conditions u = u′ = 0 at one point no longer force u to vanish, so the argument that nodes are simple is lost. An attraction more singular than the Coulomb form is outside the assumptions as well, since both the regular solution and the floor under the spectrum relied on V + Z/r being bounded.

Computed values

```
sphere radius R = 3.0 bohr, screening a = 1.0 bohr
charge at origin Z = 4, outer charge = 1
lower bound for a node, -Z^2/2 = -8.0 hartree
l=0: energies in hartree, gamma in hartree
 k=0 E(D=0)=-5.488490 P=1.500 E_k=-5.488487 P=2 gamma=2.9334e-05
 k=1 E(D=0)=-0.659217 P=2.500 E_k=-0.302414 P=3 gamma=8.5310e-01
 k=2 E(D=0)=0.475536 P=3.500 E_k=1.849145 P=4 gamma=5.6358e+00
 P at E=-200 hartree: 1.0054, D=58.94
 E_0 - E(D=0) for k=0: 3.429e-06 hartree
 across the pole k=1:
  E-E_1=-0.050 hartree D=-15.394 N=1 P=2.97935
  E-E_1=-0.001 hartree D=-851.555 N=1 P=2.99963
  E-E_1=+0.001 hartree D=854.634 N=2 P=3.00037
  E-E_1=+0.050 hartree D=18.470 N=2 P=3.01722
 between poles k=1,2: E=0.77337 hartree D=-1.92997 N=2 P=3.84783
  dD/dE formula -7.30840, difference -7.30840 per hartree
  dP/dE formula 0.49237, difference 0.49237 per hartree
  node r=0.49832 bohr, dr/dE formula -0.023752, difference -0.023752 bohr/hartree
  node r=1.87874 bohr, dr/dE formula -0.407207, difference -0.407207 bohr/hartree
l=1: energies in hartree, gamma in hartree
 k=0 E(D=0)=-0.497697 P=2.500 E_k=-0.216005 P=3 gamma=5.7206e-01
 k=1 E(D=0)=0.384676 P=3.500 E_k=1.537691 P=4 gamma=4.2466e+00
 k=2 E(D=0)=2.736929 P=4.500 E_k=4.478584 P=5 gamma=1.0394e+01
 P at E=-200 hartree: 2.0054, D=58.96
l=2: energies in hartree, gamma in hartree
 k=0 E(D=0)=0.061334 P=3.500 E_k=0.947075 P=4 gamma=2.3288e+00
 k=1 E(D=0)=1.838328 P=4.500 E_k=3.289089 P=5 gamma=7.2747e+00
 k=2 E(D=0)=4.789976 P=5.500 E_k=6.823095 P=6 gamma=1.4570e+01
 P at E=-200 hartree: 3.0054, D=58.99
largest pole-eigenvalue gap: 4.6e-12 hartree
unconfined levels (box of 40 bohr) inserted into P:
 n=1 l=0 E=-5.488488 hartree D=-10.6090 P=1.9701 nodes inside 0 of 0
 n=2 l=0 E=-0.480644 hartree D=-2.8040 P=2.8910 nodes inside 1 of 1
 n=3 l=0 E=-0.110916 hartree D=5.4696 P=3.0576 nodes inside 2 of 2
 n=2 l=1 E=-0.351738 hartree D=-2.5574 P=2.8814 nodes inside 0 of 0
 n=3 l=2 E=-0.057461 hartree D=0.5345 P=3.3438 nodes inside 0 of 0
```
